# Mean-Field Isotherm for an Intact Precursor Blocking Several Sites

## What goes wrong with a one-site isotherm

A bulky precursor covers several surface sites at once. Suppose its adsorption is nevertheless described by the one-site law \(Kp=\theta/(1-\theta)\), where \(p\) is the pressure, \(\theta\) the fraction of blocked sites and \(K\) a constant at fixed temperature. With the illustrative parameters used below for a molecule that blocks four sites, that law gives a coverage of 0.97 at 1 Torr. Requiring all four sites to be vacant lowers it to 0.63 in mean field, with \(K\) unchanged. At a coverage of 0.8 the two laws differ in pressure by a factor of 125.

The error lies in the counting of room. A new molecule needs a whole vacant footprint, and four vacant sites scattered over the surface do not provide one. For a molecule that blocks \(n\) sites and stays whole, the mean-field law is

\[
Kp=\frac{\theta}{(1-\theta)^n}. \tag{1}
\]

## The model and its variables

The surface has \(M\) equivalent sites, with \(M\) large. Each adsorbed molecule blocks \(n\) of them, and no site is blocked twice. With \(N\) molecules adsorbed,

\[
\theta=\frac{nN}{M}. \tag{2}
\]

This is a fraction of sites. The number of molecules per site is \(N/M=\theta/n\), and putting that quantity in place of \(\theta\) in (1) would give a different law.

A placement is a set of \(n\) sites that one molecule can block. If the molecule has several orientations, each counts as a separate placement. The empty surface offers \(gM\) placements, so \(g\) is the number of placements per site. For a square footprint of 2 by 2 sites on a square lattice, \(g=1\), because its lower-left corner can lie on any site.

The gas is ideal, adsorption is reversible, and the molecule neither breaks up nor reacts. For the present, adsorbed molecules exclude one another from their sites but have no other interaction.

An adsorbed molecule carries the statistical weight

\[
z=q\,e^{\mu/kT},
\]

where \(\mu\) is the chemical potential, \(T\) the temperature, \(k\) the Boltzmann constant and \(q\) the partition function of one molecule in one placement, binding energy included. The gas fixes \(\mu\). For \(N_g\) gas molecules in a volume \(V\), the partition function is \((Vq_g/\Lambda^3)^{N_g}/N_g!\), where \(q_g\) describes the internal motion, \(\Lambda=h/\sqrt{2\pi mkT}\), \(h\) is the Planck constant and \(m\) the molecular mass. Stirling's formula and \(\mu=-kT\,\partial\ln Z_g/\partial N_g\), with \(Z_g\) this partition function, give

\[
\mu=-kT\ln\frac{Vq_g}{N_g\Lambda^3},
\qquad
e^{\mu/kT}=\frac{N_g}{V}\frac{\Lambda^3}{q_g}
=\frac{p\Lambda^3}{kT\,q_g}.
\]

The last step uses \(N_g/V=p/kT\). Hence \(z\) is proportional to \(p\) at fixed temperature.

## An exact balance

Let \(\Omega(N)\) be the number of arrangements of \(N\) indistinguishable molecules. Take every such arrangement and add one molecule in each vacant placement. A given arrangement of \(N+1\) molecules is produced \(N+1\) times, since any of its molecules may have been the one added. If \(v\) denotes the number of vacant placements in an arrangement, then

\[
\sum_{\text{arrangements of }N}v=(N+1)\,\Omega(N+1). \tag{3}
\]

At fixed chemical potential an arrangement of \(N\) molecules has weight \(z^N\), and the normalizing sum is \(\Xi=\sum_N\Omega(N)z^N\). Multiply (3) by \(z^{N+1}\), sum over \(N\), and divide by \(\Xi\):

\[
z\langle v\rangle
=\frac{1}{\Xi}\sum_{N}(N+1)\Omega(N+1)z^{N+1}
=\langle N\rangle. \tag{4}
\]

The right-hand sum is the mean number of molecules, because the missing term \(N=0\) would contribute nothing.

Write \(\langle v\rangle=gMP\), where \(P\) is the probability that a placement is wholly vacant. From here on \(\theta\) means \(n\langle N\rangle/M\). Equation (4) then gives

\[
\theta=\frac{n}{M}\,z\,gMP=ngz\,P.
\]

Since \(z\) is proportional to \(p\), define \(Kp=ngz\). The result is

\[
Kp=\frac{\theta}{P},
\qquad
K=\frac{ng\,q\,\Lambda^3}{kT\,q_g}. \tag{5}
\]

No independence of vacancies has been assumed so far. The whole effect of crowding is contained in \(P\). On an almost empty surface \(P\) tends to 1 and \(\theta\) to \(Kp\), which gives \(K\) its meaning as the initial slope of the isotherm.

## The mean-field step

Number the sites of a placement from 1 to \(n\). The probability that all are vacant is a product of conditional probabilities:

\[
P=\Pr(1)\,\Pr(2\,|\,1)\cdots\Pr(n\,|\,1,\ldots,n-1).
\]

The first factor is \(1-\theta\), because the sites are equivalent. Mean field gives every later factor the same value, as though finding one site vacant said nothing about the next. Then

\[
P=(1-\theta)^n, \tag{6}
\]

and insertion in (5) gives (1).

The numerator contains \(\theta\) to the first power because one adsorbed molecule is one object, however many sites it blocks. The denominator contains the \(n\)th power because the newcomer needs \(n\) vacancies together. Suppose instead that the precursor broke into \(n\) identical one-site fragments which had to recombine in one step to leave. In the same mean field the desorption rate would be proportional to \(\theta^n\), and the pressure to \([\theta/(1-\theta)]^n\).

For \(n=1\), \(P=1-\theta\) holds by definition and (1) is exact within the model. There is also a case with \(n>1\) in which (6) becomes exact. Let any \(n\) sites, however far apart, form a placement. With \(nN\) sites blocked, the vacant placements are the choices of \(n\) among the remaining \(M-nN\), so

\[
P=\frac{\binom{M-nN}{n}}{\binom{M}{n}}
=\prod_{j=0}^{n-1}\frac{M-nN-j}{M-j}
=\prod_{j=0}^{n-1}\frac{1-\theta-j/M}{1-j/M}.
\]

As \(M\) grows at fixed \(\theta<1\), each factor tends to \(1-\theta\). Fluctuations of \(N\) do not spoil the limit: the logarithm of the weight \(\Omega(N)z^N\) is of order \(M\) with a single maximum, so the spread of \(N\) is of order \(\sqrt M\), and that of \(\theta\) of order \(1/\sqrt M\). A real footprint consists of neighbouring sites, and for it (6) is an approximation.

## The same law from rates

Rates give a form of \(K\) that can be evaluated from kinetic parameters. The flux onto the surface is the gas density times the mean inward velocity. With \(u\) the velocity component towards the surface,

\[
J=\frac{p}{kT}\sqrt{\frac{m}{2\pi kT}}
\int_0^\infty u\,e^{-mu^2/2kT}\,du
=\frac{p}{kT}\sqrt{\frac{m}{2\pi kT}}\,\frac{kT}{m}
=\frac{p}{\sqrt{2\pi mkT}}.
\]

Let \(a\) be the area per site and \(s_0\) the sticking probability on the empty surface. In mean field a fraction \((1-\theta)^n\) of the arriving molecules finds room, so the adsorption rate per area is \(s_0J(1-\theta)^n\). The surface holds \(N/(Ma)=\theta/(na)\) molecules per area. Each leaves with the rate constant \(k_d=\nu e^{-E/kT}\), where \(E\) is the binding energy and \(\nu\) the attempt frequency, both taken as independent of coverage. At equilibrium

\[
s_0J(1-\theta)^n=k_d\frac{\theta}{na}.
\]

Multiply by \(na/[k_d(1-\theta)^n]\) and insert \(J\):

\[
\frac{na\,s_0}{k_d\sqrt{2\pi mkT}}\,p=\frac{\theta}{(1-\theta)^n},
\qquad
K=\frac{na\,s_0}{k_d\sqrt{2\pi mkT}}. \tag{7}
\]

This \(K\) and the one in (5) describe the same equilibrium and must agree. Once \(q\) is known, the ratio \(s_0/k_d\) is therefore fixed and cannot be chosen freely.

## Shape of the isotherm and speed of response

Take the logarithm of (1) and differentiate with respect to \(\ln\theta\), using \(d/d\ln\theta=\theta\,d/d\theta\):

\[
\ln(Kp)=\ln\theta-n\ln(1-\theta),
\qquad
\frac{d\ln p}{d\ln\theta}=1+\frac{n\theta}{1-\theta}. \tag{8}
\]

The slope is positive, so each pressure belongs to one coverage. At low pressure \(\theta\simeq Kp\). At high pressure \(\theta\) in the numerator of (1) approaches 1, hence

\[
(1-\theta)^n\simeq\frac{1}{Kp},
\qquad
1-\theta\simeq(Kp)^{-1/n}. \tag{9}
\]

In this limit, halving the vacant fraction takes \(2^n\) times the pressure: a factor of 2 for \(n=1\), but 16 for \(n=4\). This factor belongs to the mean-field law. For the rigid 2 by 2 squares treated below, going from \(\theta=0.8\) to \(0.9\) takes only about 4 times the pressure, against 18 from (1).

The factor in (8) also sets the speed of response at fixed pressure. Multiplying the net rate per area by \(na\) gives

\[
\frac{d\theta}{dt}=k_d\left[Kp(1-\theta)^n-\theta\right].
\]

Set \(\theta=\theta_*+\delta\), where \(\theta_*\) is the equilibrium coverage and \(\delta\) is small. To first order,

\[
\frac{d\delta}{dt}
=-k_d\left[nKp(1-\theta_*)^{n-1}+1\right]\delta
=-k_d\left[1+\frac{n\theta_*}{1-\theta_*}\right]\delta. \tag{10}
\]

The second form uses \(Kp(1-\theta_*)^n=\theta_*\). Equation (10) assumes that (6) also holds during the change.

## Why mean field asks for too much pressure

The first correction for a rigid footprint can be found exactly. Let one adsorbed molecule make \(B\) placements unavailable, its own included. At low coverage, placements excluded by two molecules at once matter only to second order, so

\[
P=1-\frac{BN}{gM}+O(\theta^2)
=1-\frac{B\theta}{gn}+O(\theta^2).
\]

Since \(Kp/\theta=1/P\),

\[
\ln\frac{Kp}{\theta}=\frac{B}{gn}\theta+O(\theta^2). \tag{11}
\]

Mean field gives \(-n\ln(1-\theta)=n\theta+O(\theta^2)\), which corresponds to \(B=gn^2\). To see what this number counts, note that \(gM\) placements of \(n\) sites each, spread over \(M\) equivalent sites, put \(gn\) placements on every site. Adding these over the \(n\) sites of a molecule gives \(gn^2\), but a placement that shares several sites with the molecule has been counted several times. For \(n>1\) the true \(B\) is smaller, since the molecule's own placement has been counted \(n\) times.

For the 2 by 2 square, nine placements overlap a given one: itself, sharing four sites; four sharing two sites; and four sharing one. The repeated count is \(4+4\times2+4\times1=16\), whereas \(B=9\). The coefficient in (11) is thus \(9/4\) instead of 4. At low coverage mean field underestimates the room left and overestimates the pressure needed.

## Lateral attraction

Attraction between neighbours acts the other way from site blocking. Let its mean energy be \(-E_{\rm lat}\theta/2\) per molecule. The total is then

\[
U=-\frac{E_{\rm lat}}{2}\frac{nN}{M}N,
\qquad
\frac{dU}{dN}=-E_{\rm lat}\frac{nN}{M}=-E_{\rm lat}\theta.
\]

An added molecule is bound more strongly by \(E_{\rm lat}\theta\), which multiplies its weight by \(e^{E_{\rm lat}\theta/kT}\). The isotherm becomes

\[
Kp=\frac{\theta}{(1-\theta)^n}\,e^{-E_{\rm lat}\theta/kT}. \tag{12}
\]

Its logarithmic slope is \(d\ln p/d\theta=1/\theta+n/(1-\theta)-E_{\rm lat}/kT\). The first two terms have their least sum where \(1/\theta^2=n/(1-\theta)^2\), that is, at \(\theta=1/(1+\sqrt n)\). There the sum is \((1+\sqrt n)+\sqrt n(1+\sqrt n)=(1+\sqrt n)^2\). In this mean field, coverage remains a single-valued function of pressure if \(E_{\rm lat}<(1+\sqrt n)^2kT\). Stronger attraction gives a range of pressures with several solutions, the mean-field sign of separation into dilute and dense regions.

## Worked example: intact titanium tetrachloride

Consider titanium tetrachloride at 400 K on a chlorine-terminated surface without hydroxyl groups, where it is assumed to stay intact. Its molar mass, 189.67 g/mol, enters the flux. The other inputs are illustrative: \(a=0.10\) nm², \(n=4\), \(E=0.70\) eV, \(\nu=10^{13}\) s⁻¹ and \(s_0=1\). The gas pressure is 1 Torr. For a molecule that slides and rotates freely within its placement, equating (5) with (7) gives \(\nu\) below \(kT/h=8\times10^{12}\) s⁻¹, and near \(10^{12}\) s⁻¹ if it vibrates against the surface at 30 to 60 cm⁻¹. The value \(10^{13}\) s⁻¹ thus suits a molecule whose sliding and rotation are only weakly hindered. If the surface hinders these motions more strongly, \(q\) is smaller still, and equating (5) with (7) can give \(\nu\) of \(10^{15}\) s⁻¹ or more. At the same \(E\), \(K\) would then be smaller by a factor of a hundred or more, so the coverages below are not predictions for a particular surface.

With \(kT=0.03447\) eV, the desorption constant is

\[
k_d=10^{13}\,e^{-0.70/0.03447}\ \text{s}^{-1}
=1.515\times10^4\ \text{s}^{-1}.
\]

The flux at 1 Torr is \(1.275\times10^6\) nm⁻² s⁻¹. From (7),

\[
K=\frac{4\times0.10\times1.275\times10^6}{1.515\times10^4}
\ \text{Torr}^{-1}
\simeq33.7\ \text{Torr}^{-1}.
\]

Solving (1) numerically with \(Kp=33.7\) gives \(\theta=0.630\). Substitution confirms it: \(0.630/0.370^4\simeq33.6\), equal within rounding. The surface holds \(0.630/(4\times0.10)=1.58\) molecules per nm², or \(1.58\times10^{14}\) cm⁻².

The factor in (8) is 7.8, so near this point a small relative rise in coverage takes a relative rise in pressure about 7.8 times as large. By (10) the response time is \(1/(7.8\times1.515\times10^4\ \text{s}^{-1})\), about 8.5 µs.

For \(\theta=0.8\), equation (1) gives \(Kp=0.8/0.2^4=500\), hence \(p=500/33.67=14.9\) Torr. The one-site law gives \(Kp=0.8/0.2=4\) and \(p=0.12\) Torr.

To measure the cost of assumption (6), the isotherm was also computed for rigid 2 by 2 squares with the same \(K\), by a transfer matrix. The lattice is an endless strip, 14 sites around and closed on itself. A row is described by the positions of the lower-left corners in it. The matrix element between two neighbouring rows is zero if their squares overlap, and otherwise \(z^{(r+r')/2}\), where \(r\) and \(r'\) are the numbers of corners in the rows. For a long strip, \(\Xi\) is the largest eigenvalue \(\lambda\) raised to the number of rows. Since \(\langle N\rangle=d\ln\Xi/d\ln z\), the coverage is \(\theta=(4/14)\,d\ln\lambda/d\ln z\), and (5) with \(g=1\) gives \(p=4z/K\). The pressures in Torr are:

| \(\theta\) | One site | Mean field, \(n=4\) | Rigid squares |
|---|---:|---:|---:|
| 0.2 | 0.0074 | 0.0145 | 0.010 |
| 0.5 | 0.030 | 0.24 | 0.083 |
| 0.8 | 0.12 | 14.9 | 1.4 |

A strip 12 sites around changes the rigid-square pressure by 0.016 % at \(\theta=0.5\) and by 3.6 % at \(\theta=0.8\). An odd circumference, which the squares cannot fill completely, shifts the last entry further: 15 sites give 1.6 Torr. The values for even and odd strips approach each other as the strip widens, and point to about 1.5 Torr for a wide surface.

Mean field overestimates the rigid-square pressure by factors of 1.45, 2.9 and about 10. At \(\theta=0.8\) it leaves 0.16 % of placements vacant, against 1.7 % for the squares on the strip of 14 sites. Vacant sites of the rigid squares therefore occur together far more often than independence allows. At 1 Torr the rigid squares cover 0.77 of the surface, between the mean-field 0.63 and the one-site 0.97. For this footprint, (1) corrects the one-site law in the right direction but goes too far.

## Reading the numbers for a real surface

Titanium tetrachloride is used to deposit titanium nitride and titanium dioxide. On a surface with hydroxyl groups it can react and release hydrogen chloride. The products do not desorb as the original molecule, and (1) does not describe their coverage. The model concerns the intact, reversible layer. When the gas is removed from an open surface and desorbed molecules do not return, that layer decays as \(e^{-k_dt}\) with a time constant \(1/k_d\) of about 66 µs. With these parameters it would then not survive a purge of milliseconds. In a deep, narrow hole the molecules readsorb many times on their way out. For a hole 100 nm wide and 5 µm deep, a diffusion estimate with the same parameters gives a decay time of about 0.2 s once the coverage is low. A layer that starts at the mean-field coverage of 0.63 loses its first half much sooner, in about 10 ms, because on a crowded surface fewer of the returning molecules find room. This time rests on (6); with the vacancy probability of rigid squares the same starting coverage takes about 23 ms to halve.

The binding energy enters \(K\) through an exponential, so even a small error in it matters. Raising it by 0.05 eV multiplies \(K\) by 4.3 and the coverage at 1 Torr rises from 0.63 to 0.73. Lowering it by 0.20 eV, four such steps, divides \(K\) by \(4.27^4\simeq330\), to about 0.10 Torr⁻¹. Since (1) implies \(\theta<Kp\), the coverage at 1 Torr would then be below about 0.10. A weakly binding surface could thus be nearly empty under the same gas.

A lateral attraction \(E_{\rm lat}=0.05\) eV is \(1.45\,kT\), well below the limit \((1+\sqrt4)^2kT=9kT\) found above. That limit rests on (6); for rigid squares with the same attraction term it is about \(6.8\,kT\). By (12) it multiplies the pressure needed for \(\theta=0.5\) by 0.48, and raises the coverage at 1 Torr to 0.71.

Growth of further layers is also left out. With a rough saturation pressure of 600 Torr at 400 K, the gas at 1 Torr is at 0.17 % of saturation, and the mean-field pressure for \(\theta=0.8\) is at 2.5 %. Condensation is therefore distant in both cases, though a surface that binds a second layer more strongly than the liquid does could start one earlier.

Near full coverage the shape of the molecule matters as well. Equation (1) lets \(\theta\) approach 1, but footprints that cannot tile the surface stop short of it. Molecules that neither move nor desorb during the exposure can also leave gaps too small to fill, and an equilibrium isotherm does not apply to them.
